# Why slow Nose-Hoover baths can distort heat flow in nearly harmonic crystals

## Definitions and conventions

A crystal is held between a hot region $H$ and a cold region $C$, with set temperatures $T_H>T_C$. Boltzmann's constant is one. Mass-weighted displacements are $x_i=\sqrt{m_i}\,q_i$, and $v_i=\dot x_i$. In the harmonic approximation $\ddot x=-Dx$, with $D$ symmetric and positive definite. Its orthonormal eigenvectors $e_k$ have eigenvalues $\omega_k^2$.

Region $B$ ($B=H$ or $C$) contains $g_B$ degrees of freedom. Twice its kinetic energy is $K_B=\sum_{i\in B}v_i^2$, so its kinetic temperature is $K_B/g_B$. The overlap of two modes inside a region, and the weight of one mode there, are

$$A^B_{kl}=\sum_{i\in B}e_{ik}e_{il},\qquad A_{Bk}=A^B_{kk}\ge 0 .$$

A local Nose-Hoover thermostat adds the force $-\zeta_Bv_i$ to every coordinate of its region, with one friction variable per region:

$$\dot\zeta_B=\frac1{\tau^2}\left(\frac{K_B}{g_BT_B}-1\right).\tag{1}$$

A Langevin thermostat adds instead a fixed friction $-\gamma v_i$ and independent white noise of strength $2\gamma T_B$ on each coordinate. The current $J$ is positive from hot to cold.

## What happens, and under which conditions

A Nose-Hoover thermostat observes and corrects a single number, the total kinetic energy of its region. In a harmonic crystal many distributions of energy over the modes give the same number. If the feedback is slow and the modes weight the two regions differently enough, both regions reach their set temperatures while the mean current vanishes to leading order. Langevin noise feeds each mode separately and drives a finite current.

The failure is conditional. In a mirror-symmetric crystal the same thermostats can produce a large current instead, and sufficient anharmonic scattering restores a current where the harmonic theory gives none. Langevin baths have a limit too: a mode with no weight in either region receives neither noise nor friction and is not thermalised.

## What the thermostat does guarantee

Suppose $\zeta_B$ remains bounded. The long-time average of $\dot\zeta_B$ is then zero, and (1) gives $\langle K_B\rangle=g_BT_B$. The region has the requested kinetic temperature, whatever the mode distribution.

The friction force does work on the crystal at the rate $P_B=-\zeta_BK_B$. Multiplying (1) by $\zeta_B$ gives

$$\frac{d}{dt}\frac{\zeta_B^2}{2}=\frac1{\tau^2}\left(\frac{\zeta_BK_B}{g_BT_B}-\zeta_B\right).$$

The average of the left side also vanishes, so $\langle\zeta_BK_B\rangle=g_BT_B\langle\zeta_B\rangle$. In a steady state the heat entering at $H$ leaves at $C$, hence

$$J=\langle P_H\rangle=-g_HT_H\langle\zeta_H\rangle=g_CT_C\langle\zeta_C\rangle .\tag{2}$$

Heat can flow only if the hot friction is negative on average and the cold friction positive. Equation (2) does not assume harmonic forces. Agreement between the heat count and the mean friction therefore says nothing about thermalisation.

## Why the modes are not thermalised

Write $x=\sum_ke_ka_k$ and $b_k=\dot a_k$. Projecting the equation of motion on $e_k$ gives

$$\dot b_k=-\omega_k^2a_k-\sum_B\zeta_B\sum_lA^B_{kl}b_l .$$

For $E_k=\tfrac12(b_k^2+\omega_k^2a_k^2)$ the elastic terms cancel, and

$$\dot E_k=b_k\dot b_k+\omega_k^2a_kb_k=-\sum_B\zeta_B\sum_lA^B_{kl}b_kb_l .$$

Now let the friction be weak and slow. During one period $b_k$ is nearly sinusoidal with amplitude $\sqrt{2E_k}$, so $b_k^2$ averages to $E_k$. For $k\ne l$ the product $b_kb_l$ oscillates at $|\omega_k-\omega_l|$ and $\omega_k+\omega_l$ and averages to zero. This requires nondegenerate modes, beat frequencies well above $1/\tau$, and friction well below the beat frequencies. The feedback also gives $\zeta_B$ a small rapid part, of second order in $1/\tau$, which is neglected. The same averages apply to $K_B=\sum_{kl}A^B_{kl}b_kb_l$. The leading-order equations are

$$\dot E_k=-E_k\sum_BA_{Bk}\zeta_B,\qquad
\dot\zeta_B=\frac1{\tau^2}\left(\frac{\sum_kA_{Bk}E_k}{g_BT_B}-1\right).\tag{3}$$

The thermostat multiplies each mode energy by a common history of friction; it has no source term. With $S_B(t)=\int_0^t\zeta_B\,dt'$, the first equation integrates to

$$E_k(t)=E_k(0)\exp\left(-\sum_BA_{Bk}S_B(t)\right).\tag{4}$$

Take any coefficients $n_k$ with $\sum_kn_kA_{Hk}=\sum_kn_kA_{Ck}=0$. By (4), $\sum_kn_k\ln E_k$ is constant. If the two weight vectors are not parallel, $N$ modes have $N-2$ such independent invariants, so the crystal remembers its initial mode distribution.

Equation (4) did not use the feedback law (1). The same memory follows at this order for any slow, weak scalar friction that acts alike on all coordinates of a region, including the first variable of a Nose-Hoover chain when it satisfies those conditions. The zero-current argument below does use (1), so it does not extend to chains.

## Why the current can vanish

Since $\dot S_B=\zeta_B$, multiplying the second equation of (3) by $M_B=g_BT_B\tau^2$ gives

$$M_B\ddot S_B=\sum_kA_{Bk}E_k-g_BT_B=-\frac{\partial U}{\partial S_B},$$

$$U=\sum_kE_k(0)\,e^{-A_{Hk}S_H-A_{Ck}S_C}+g_HT_HS_H+g_CT_CS_C .\tag{5}$$

The pair $(S_H,S_C)$ moves like a particle in a potential. Differentiating an exponential brings down $-A_{Bk}$, which confirms the sign of the force. A second differentiation gives the curvature along a direction $n$ as $\sum_kE_k(A_{Hk}n_H+A_{Ck}n_C)^2$. It is positive if all modes start with some energy and the weight vectors are not parallel.

The potential must also rise in every direction. Suppose positive numbers $c_k$ exist with

$$g_BT_B=\sum_kc_kA_{Bk}\quad\text{for both regions.}$$

Along $n$, define $s_k=A_{Hk}n_H+A_{Ck}n_C$. If some $s_k$ is negative, its exponential makes $U$ grow without limit. If none is negative, the linear part has slope $\sum_kc_ks_k$, which is positive because the $s_k$ cannot all vanish. Thus $U$ is a closed bowl. For two baths, positive $c_k$ exist when

$$\min_k\frac{A_{Hk}}{A_{Ck}}<\frac{g_HT_H}{g_CT_C}<\max_k\frac{A_{Hk}}{A_{Ck}} .\tag{6}$$

The target vector then lies strictly inside the cone spanned by the mode-weight vectors. The sum $\tfrac12\sum_BM_B\zeta_B^2+U$ is conserved, so $S_B$ and $\zeta_B$ stay bounded. Therefore

$$\langle\zeta_B\rangle=\lim_{t\to\infty}\frac{S_B(t)-S_B(0)}t=0,$$

and (2) gives $J=0$ within the averaged theory. Over a finite run of length $t$ the apparent current is at most of order $1/t$.

At the bottom of the bowl both frictions are zero and $\sum_kA_{Bk}E_k=g_BT_B$. Since $\sum_kA_{Bk}=g_B$, the mode energies averaged with the hot weights equal $T_H$, and averaged with the cold weights they equal $T_C$. Individual energies depend on the initial state, but on average modes concentrated near the hot end hold more energy than those near the cold end. With zero friction, no harmonic process exchanges energy between them. The thermostats see two correct temperatures and have nothing to correct.

## What Langevin noise changes

Friction removes energy from mode $k$ at the averaged rate $\gamma\sum_BA_{Bk}E_k$. The noise projected on the mode has strength $2\gamma\sum_BA_{Bk}T_B$. White noise adds half its strength to the mean of $b_k^2/2$ per unit time, so

$$\dot E_k=-\gamma\sum_BA_{Bk}(E_k-T_B).\tag{7}$$

This equation has a source even at $E_k=0$. If $A_{Hk}+A_{Ck}>0$, its stationary solution is

$$E_k=\frac{A_{Hk}T_H+A_{Ck}T_C}{A_{Hk}+A_{Ck}} .$$

The solution lies between the bath temperatures and equals $T$ when both are $T$. The hot bath supplies $\gamma\sum_kA_{Hk}(T_H-E_k)$. Substitution gives

$$T_H-E_k=\frac{A_{Ck}(T_H-T_C)}{A_{Hk}+A_{Ck}},$$

$$J=\gamma(T_H-T_C)\sum_k\frac{A_{Hk}A_{Ck}}{A_{Hk}+A_{Ck}} .\tag{8}$$

A mode carries heat only if it has weight at both ends, and its term in the sum never exceeds the smaller of its two weights. Equation (8) requires $\gamma$ to be small compared with the mode spacings. The current is then proportional to $\gamma$, so it measures the bath coupling as well as the crystal.

## How large: a light-heavy junction

Consider six atoms between fixed walls, joined by equal springs: three of mass 1, then three of mass 3. The outer two atoms at each end form the baths, so $g_H=g_C=2$. Light mass, spring constant and mean temperature are one, with $T_H=1.2$, $T_C=0.8$, $\tau=20$ and $\gamma=1/\tau=0.05$. Equating $\gamma$ with $1/\tau$ is a choice of comparable rates, not an equivalence between thermostats.

The weight ratios $A_{Hk}/A_{Ck}$ run from 0.13 to about 3900, and the required ratio is $1.2/0.8=1.5$, so (6) holds. The closest frequencies are 0.886 and 1.059. Their spacing, 0.174, exceeds $1/\tau=0.05$ by a factor of 3.5, a moderate separation of scales.

For Langevin baths, the sum in (8) over the six modes is

$$0.057+0.158+0.182+0.084+0.005+0.000=0.486,$$

with 0.485 from unrounded weights. Hence $J\simeq0.05\times0.4\times0.485=0.0097$. Solving the stationary covariance equation without the weak-coupling approximation gives 0.0095. The bath atoms then have kinetic temperatures 1.105 and 0.895, and the heat supplied is $0.05\times2\times(1.2-1.1054)=0.0095$, as it must be. At $\gamma=0.005$ the covariance solution and (8) differ by less than 0.03 per cent.

The Nose-Hoover equations were integrated in full, without averaging, for 40 trajectories started from random thermal states at temperature 1. After an initial stretch was discarded, averages over a time of 6400 gave bath temperatures of 1.200 and 0.800 and

$$J=(-0.4\pm4.4)\times10^{-5},$$

where the uncertainty is one standard error. Two standard errors amount to about 1 per cent of the Langevin current.

The mode energies show how this is possible. Mode 6 has weights 0.713 and 0.0002 in the hot and cold regions, and its mean energy is 1.48, above the hot set temperature. Mode 1 has weights 0.065 and 0.424 and mean energy 0.64, below the cold one. The Langevin values are 1.20 and 0.85. Summed over all modes, the Nose-Hoover energies still give

$$\tfrac12\sum_kA_{Hk}E_k=\tfrac12(2.40)=1.20,\qquad \tfrac12\sum_kA_{Ck}E_k=\tfrac12(1.60)=0.80 .$$

The individual mode energies are means over only 40 random starts and carry a sampling error of roughly 0.1 each. They should therefore not be compared closely with the energies at the bowl minimum for equal initial energies.

Two tests address the mechanism itself. The median absolute error of $\ln E_k$ predicted from (4) was 0.06, or about 6 per cent in energy. Memory was measured by the spread, across trajectories, of the change in the four invariants, divided by their initial spread. Perfect memory gives zero, and complete loss with small late-time fluctuations gives about one. The result was 0.27: memory is strong but not perfect at this finite $\tau$.

## The opposite distortion in a symmetric crystal

Mirror symmetry with equal baths gives $A_{Hk}=A_{Ck}$ for every nondegenerate mode. Condition (6) then fails for any temperature difference, because all the weight ratios are one. With $g_H=g_C=g$, multiply the friction equation in (3) by $T_B$ and subtract:

$$T_H\dot\zeta_H-T_C\dot\zeta_C=\frac{\sum_k(A_{Hk}-A_{Ck})E_k}{g\tau^2}-\frac{T_H-T_C}{\tau^2}=-\frac{T_H-T_C}{\tau^2} .\tag{9}$$

Weakly damped standing waves have equal kinetic energy at the two ends, so no choice of mode energies satisfies both thermostats. The frictions are driven apart until they deform the modes and the averaging fails.

For the uniform six-atom chain with the same baths, (9) predicts $T_H\zeta_H-T_C\zeta_C=-0.4\times100/400=-0.100$ at time 100, starting from zero friction. The full equations gave $-0.097$. Over a later window of length 2400 the root-mean-square frictions were 0.22 and 0.31. They are no longer small compared with the mode spacings, which follow from $\omega_n=2\sin(n\pi/14)$ and range from 0.15 to 0.42.

The current averaged over this window was $0.472\pm0.001$, where the uncertainty is the standard error over trajectories and does not include any remaining slow drift. For comparison, the weights of all modes in one region sum to $g=2$, so the sum in (8) is $\sum_kA_{Hk}/2=1$ and the weak-coupling Langevin estimate is $0.05\times0.4=0.020$. The Nose-Hoover current is about 24 times larger at this $\gamma$ and $\tau$. Its value is a numerical result; the averaged theory predicts the initial drift but not the final current. The bath temperatures were 1.209 and 0.798, within 1 per cent of their targets, so the thermometer again gives no warning.

## How anharmonicity restores the current

Add $\beta r^4/4$ to the energy $r^2/2$ of each bond in the junction. The ratio of quartic to quadratic energy is $\beta r^2/2$. In the harmonic chain at temperature 1, six modes share their potential energy among seven bonds, so the root-mean-square extension is $\sqrt{6/7}\approx0.93$; the quartic term shortens it, to about 0.65 at $\beta=1$. The masses, baths and set temperatures are unchanged.

| $\beta$ | $J$ | memory-loss ratio |
|---|---|---|
| 0 | $-0.000004\pm0.000044$ | 0.27 |
| 0.05 | $0.00026\pm0.00010$ | 0.89 |
| 1 | $0.0042\pm0.0004$ | 1.03 |

Strong anharmonicity removes the memory and restores a clear current. At $\beta=0.05$ the ratio is already 0.89, yet the current is about 6 per cent of its value at $\beta=1$ and only 2.7 standard errors from zero, so it is barely resolved. A ratio near one does not by itself prove that the start is forgotten: late scatter unrelated to the initial state raises the ratio even while part of the initial distribution survives. A ratio near one is therefore not sufficient evidence of a normal current.

The restoration at $\beta=1$ is partial. The current is less than half the harmonic Langevin result of 0.0095, although the bath atoms differ in temperature by 0.40 for Nose-Hoover and by only 0.21 for Langevin. Per unit of actual temperature difference this is $0.0042/0.40\approx0.011$ against $0.0095/0.21\approx0.045$. The value 0.0042 belongs to $\tau=20$ and should not be read as a property of the anharmonic junction alone.

## Reading the model for real simulations

If $\sqrt{k/m}$ is taken as 30 rad/ps, a plausible scale for a stiff crystal, $\tau=20$ corresponds to 0.67 ps and the averaging time of 6400 to about 210 ps. Six atoms, however, have widely spaced modes. In a longer sample of length $L$ and sound speed $c$, acoustic modes along the transport direction are spaced by roughly $\pi c/L$. For $L=10$ nm and $c=5$ km/s this is 1.6 rad/ps, so averaging over these long-wavelength modes already requires $\tau$ well above 0.6 ps. Dispersion brings modes near the top of a branch closer together, and they require a longer $\tau$. As $L$ grows at fixed $\tau$, the condition fails and the zero-current result no longer follows. Real crystals also scatter phonons. In the junction, changing $\beta$ from 0 to 0.05 and then 1 moves the current from zero within error to at most a few per cent, and then to about 45 per cent, of the harmonic Langevin value. These percentages illustrate the sensitivity and are not corrections for a material.

## What to do about it

- **Do not accept the bath temperature as proof of thermalisation.** Compare mode energies, at least for groups of modes. In a weakly coupled harmonic crystal, mean mode energies clearly outside the interval $[T_C,T_H]$ contradict the Langevin solution; instantaneous energies fluctuate beyond it.
- **Run first at equal temperatures from deliberately different mode distributions.** Persistent differences reveal memory that a single trajectory can hide.
- **Repeat the nonequilibrium run with another $\tau$ and with Langevin baths.** Agreement between two slow values of $\tau$ is not proof of a correct current, because the averaged theory can give zero for both. Check that the Langevin regions have weight in all modes expected to carry heat.
- **Vary $\gamma$ as well, and record the actual bath temperatures.** A finite Langevin current is not yet a bath-independent conductance: in the weak-coupling regime (8) it is proportional to $\gamma$.
- **Inspect the mean friction.** A value near zero under a temperature difference means, by (2), almost no heat flow. Friction comparable with the mode spacings means that the thermostat is altering the vibrations it is meant to heat or cool.

The numerical output below lists all mode weights and energies for the junction.

## Table of computed values

```
Reduced units: m = k = k_B = T_mean = 1; time sqrt(m/k)
Energy unit k_B T_mean; current unit k_B T_mean sqrt(k/m)
Atoms 6; light mass 1, heavy mass 3; bath atoms per end 2
Set temperatures, hot and cold: 1.20 0.80
Nose-Hoover tau 20.0; Langevin gamma 0.050
Time step 0.10; averaging time 6400
Trajectories per anharmonicity: 40
Mode: frequency, hot weight, cold weight, three energies
Energies: Langevin, bowl minimum, Nose-Hoover harmonic mean
mode 1: 0.3047 0.0654 0.4241 0.8537 0.8005 0.6442
mode 2: 0.6590 0.2229 0.5443 0.9162 0.8099 0.7856
mode 3: 0.8855 0.4362 0.3111 1.0348 1.0467 0.9946
mode 4: 1.0592 0.0948 0.7154 0.8481 0.6814 0.8133
mode 5: 1.4562 0.4680 0.0049 1.1958 1.2825 1.3243
mode 6: 1.8564 0.7128 0.0002 1.1999 1.4672 1.4754
Hot/cold weight ratio, min and max: 0.1325 3887.4360
Required ratio T_hot/T_cold: 1.5000
Langevin current at gamma=0.050: 0.009458
Weak-coupling formula there: 0.009702
Langevin bath kinetic temperatures: 1.1054 0.8946
Small-gamma test: gamma 0.005, exact 0.0009700, formula 0.0009702
Equal-T Langevin max mode error: 2.1e-14
NH beta=0.00: current -0.000004 +/- 0.000044 (std. error)
  bath temperatures 1.2001 0.8003; memory loss ratio 0.2706
NH beta=0.05: current 0.000256 +/- 0.000095 (std. error)
  bath temperatures 1.1999 0.7998; memory loss ratio 0.8884
NH beta=1.00: current 0.004209 +/- 0.000365 (std. error)
  bath temperatures 1.1982 0.8003; memory loss ratio 1.0284
Harmonic NH current / Langevin current: -0.0005
Median error of harmonic log-energy law: 0.0599
Max harmonic extended-energy error: 1.44e-04
Harmonic RMS friction, hot and cold: 0.000189 0.000162 (of time means)
beta=1 current: hot bath 0.004185, cold bath 0.004233, from friction 0.004253
Uniform chain drift at time 100: -0.09656, formula -0.10000
Uniform chain NH current: 0.472458 +/- 0.001126
Uniform chain averaging time: 2400
Uniform bath temperatures: 1.2092 0.7977
Uniform instantaneous RMS friction: 0.2178 0.3112
```
